\section*{The two-electron Hamiltonian as half a sum of squares from Cholesky vectors}

If the repulsion between electrons is replaced by half a sum of squares of one-body operators and nothing else is changed, a single electron repels itself. For lithium hydride in a minimal basis the lowest four-electron energy then comes out 64.5 eV too high. Auxiliary-field Monte Carlo needs the squares, because a Gaussian integral can turn the exponential of a square into an average of exponentials of one-body operators. It therefore also needs the one-body operator that removes the self-repulsion.

The smallest case shows where this operator comes from. Let one spatial orbital have repulsion $U$ between its spin-up and spin-down electrons, and let $\hat n=\hat n_\uparrow+\hat n_\downarrow$. Since $\hat n_\sigma^2=\hat n_\sigma$,
\begin{equation}
\hat n^2=\hat n+2\hat n_\uparrow\hat n_\downarrow,
\qquad
U\hat n_\uparrow\hat n_\downarrow=\tfrac12U\hat n^2-\tfrac12U\hat n .
\end{equation}
For one electron the square contributes $U/2$ and the linear term removes it. For two electrons the square contributes $2U$, the linear term $-U$, and the repulsion $U$ remains. With many orbitals, the number $U/2$ becomes a matrix.

Take $N$ real orthonormal spatial orbitals $\phi_p$, clamped nuclei and a nonrelativistic Hamiltonian. In atomic units the two-electron integrals are
\begin{equation}
(pr|qs)=\iint \frac{\phi_p(\mathbf r_1)\phi_r(\mathbf r_1)\,
\phi_q(\mathbf r_2)\phi_s(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 ,
\end{equation}
so each side of the bar holds the charge density of one electron. With creation operators $a^\dagger_{p\sigma}$ and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, the Hamiltonian in this basis is
\begin{equation}
H=E_{\rm nuc}+\sum_{pq}h_{pq}E_{pq}+W,\qquad
W=\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pr|qs)\,
a^\dagger_{p\sigma}a^\dagger_{q\tau}a_{s\tau}a_{r\sigma}.
\label{H}
\end{equation}
Both annihilators in $W$ stand on the right, so $W$ gives zero on any one-electron state. A square of one-body operators has a creator between its annihilators. To reach that order, exchange the two annihilators, which costs a sign, and then move $a_{r\sigma}$ to the left of $a^\dagger_{q\tau}$ with $a^\dagger_{q\tau}a_{r\sigma}=\delta_{qr}\delta_{\sigma\tau}-a_{r\sigma}a^\dagger_{q\tau}$:
\begin{align}
a^\dagger_{p\sigma}a^\dagger_{q\tau}a_{s\tau}a_{r\sigma}
&=-a^\dagger_{p\sigma}a^\dagger_{q\tau}a_{r\sigma}a_{s\tau}\nonumber\\
&=a^\dagger_{p\sigma}a_{r\sigma}a^\dagger_{q\tau}a_{s\tau}
-\delta_{qr}\delta_{\sigma\tau}\,a^\dagger_{p\sigma}a_{s\tau}.
\end{align}
The spin sums turn the first term into $E_{pr}E_{qs}$ and the second into $-\delta_{qr}E_{ps}$. Hence
\begin{equation}
W=\tfrac12\sum_{pqrs}(pr|qs)E_{pr}E_{qs}+\sum_{ps}v_{ps}E_{ps},
\qquad v_{ps}=-\tfrac12\sum_r(pr|rs).
\label{W}
\end{equation}
The factor $\tfrac12$ in $v$ is the one in front of $W$, and the minus sign comes from the anticommutator. The sum over $r$ runs over all orbitals of the basis, occupied or not, because it arises from an operator identity and not from an average over a state.

The first term of (\ref{W}) is a quadratic form in the operators $E_{pr}$. It becomes a sum of squares with positive coefficients if the integrals, read as a matrix $V$ whose row is the pair $pr$ and whose column is the pair $qs$, have no negative eigenvalue. For real coefficients $c_{pr}$ define $\rho(\mathbf r)=\sum_{pr}c_{pr}\phi_p(\mathbf r)\phi_r(\mathbf r)$. The Fourier transform of $1/r$ is $4\pi/k^2$, so
\begin{equation}
c^TVc=\iint\frac{\rho(\mathbf r_1)\rho(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2
=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho(\mathbf k)|^2\ge0 .
\end{equation}

A Cholesky decomposition extracts the squares one at a time. Let $k$ be the pair with the largest diagonal element $V_{kk}$, called the pivot. Form the vector $\ell$ and the remainder $V'$,
\begin{equation}
\ell_i=\frac{V_{ik}}{\sqrt{V_{kk}}},\qquad V'_{ij}=V_{ij}-\ell_i\ell_j .
\end{equation}
Row and column $k$ of $V'$ vanish. The remainder also has no negative eigenvalue: if $e_k$ is the unit vector of pair $k$, then for any real $\alpha$
\begin{equation}
0\le(c+\alpha e_k)^TV(c+\alpha e_k)=c^TVc+2\alpha(Vc)_k+\alpha^2V_{kk},
\end{equation}
and the choice $\alpha=-(Vc)_k/V_{kk}$ makes the right side $c^TVc-(Vc)_k^2/V_{kk}=c^TV'c$. The step can thus be repeated on $V'$. Each step lowers the rank by one, and since $pr$ and $rp$ label the same density, the rank is at most $N(N+1)/2$. After $M$ steps nothing is left, and
\begin{equation}
(pr|qs)=\sum_{g=1}^{M}L^g_{pr}L^g_{qs}.
\label{chol}
\end{equation}
Every column of $V$ is unchanged when $p$ and $r$ are exchanged, and the subtractions preserve this, so each $L^g$ is a real symmetric matrix. The operator
\begin{equation}
\hat L_g=\sum_{pr}L^g_{pr}E_{pr}
\end{equation}
is therefore Hermitian. Inserting (\ref{chol}) in (\ref{W}) lets the sums over $pr$ and $qs$ separate, and the Hamiltonian becomes
\begin{equation}
H=E_{\rm nuc}+\sum_{pq}(h_{pq}+v_{pq})E_{pq}+\tfrac12\sum_{g=1}^M\hat L_g^2,
\qquad v_{pq}=-\tfrac12\sum_g(L^gL^g)_{pq}.
\label{main}
\end{equation}
This holds for every number of electrons, within the given finite basis. It was tested for LiH on the whole Fock space of six orbitals, with $W$ built from products of creation and annihilation matrices; the largest deviation of a matrix element was $4\times10^{-13}$ eV. Without $v$ the largest deviation is 119 eV.

Gaussian basis functions $\chi_\mu$ overlap, while the anticommutator used above holds for orthonormal orbitals. The decomposition itself needs no orthonormality and can be done on the integrals over $\chi_\mu$. With $\phi_p=\sum_\mu\chi_\mu C_{\mu p}$ the vectors then transform as $L^g\to C^TL^gC$. If $S$ is the overlap matrix, $C^TSC=1$ gives $CC^T=S^{-1}$, and the correction becomes
\begin{equation}
v=-\tfrac12\sum_gC^TL^gC\,C^TL^gC
=C^T\Bigl(-\tfrac12\sum_gL^gS^{-1}L^g\Bigr)C .
\label{ao}
\end{equation}
The inverse overlap between the two factors is part of the result; a plain matrix product of the untransformed vectors would be wrong.

The worked case is LiH, with the bond along the $z$ axis and a chosen distance of 1.6 Å, in the STO-3G basis: six orbitals, 21 distinct pairs and, in the complete decomposition, 21 vectors. The first pivot is 45.7 eV and the last $2.8\times10^{-4}$ eV. Put one electron in the lowest Hartree--Fock orbital. The squares give it the energy
\begin{equation}
\tfrac12\sum_g\langle1|\hat L_g^2|1\rangle
=\tfrac12\sum_g\sum_rL^g_{1r}L^g_{r1}=\tfrac12\sum_r(1r|r1)=23.43\ \text{eV},
\end{equation}
and $v_{11}=-23.43$ eV cancels it. The term $r=1$ is half of $(11|11)=45.13$ eV, or 22.57 eV, as in the one-orbital model. The other 0.86 eV comes from the five remaining orbitals: the first $\hat L_g$ may carry the electron to another orbital and the second bring it back.

For four electrons, two of each spin, there are 225 determinants, and diagonalization in this space gives the ground state within the basis. In the order nuclear repulsion, $h$, squares, $v$, its energy is
\begin{equation}
27.00-337.78+161.76-65.47=-214.49\ \text{eV},
\end{equation}
or $-7.8823$ hartree. A separate configuration-interaction calculation from the same integrals agrees. The physical electron repulsion is $161.76-65.47=96.30$ eV from the unrounded terms, so about two fifths of the energy in the squares is spurious. The total describes the minimal basis and is no prediction of the measured energy.

If $v$ is left out, the lowest energy in the same space is $-149.96$ eV. The rise of 64.53 eV is a little smaller than the 65.47 eV found by removing $v$ at fixed wavefunction. The variational principle requires this order, since the old ground state is a trial state for the altered Hamiltonian; the difference of 0.94 eV is the relaxation of the wavefunction. The omission is thus more than a shift of the energy zero. It would be a pure shift at fixed electron number if $v$ were a multiple of the unit matrix.

The size of the correction depends on the basis much more than the physical repulsion does. Written out,
\begin{equation}
v_{pp}=-\tfrac12\iint\frac{\phi_p(\mathbf r_1)\phi_p(\mathbf r_2)}{r_{12}}
\Bigl[\sum_r\phi_r(\mathbf r_1)\phi_r(\mathbf r_2)\Bigr]d^3r_1d^3r_2 .
\end{equation}
In a complete basis the bracket tends to $\delta(\mathbf r_1-\mathbf r_2)$, which puts both points at the same place, where $1/r_{12}$ is infinite. To see the rate, let the basis resolve all plane waves up to a wavenumber $k_c$ and let $\phi_p$ vary little over the length $1/k_c$. The bracket is then a delta function with its Fourier components cut off at $k_c$, and $\phi_p(\mathbf r_2)\approx\phi_p(\mathbf r_1)$ gives
\begin{equation}
v_{pp}\approx-\tfrac12\int_{k<k_c}\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}
=-\tfrac12\,\frac{(4\pi)^2k_c}{(2\pi)^3}=-\frac{k_c}{\pi}.
\end{equation}
The squares grow by the opposite amount, and the sum of the two terms stays finite. Separate limits of the two terms do not exist; both must be evaluated in the same basis.

Restricted Hartree--Fock calculations on LiH show the trend. From STO-3G through def2-SVP and def2-TZVP to def2-QZVP, with 6, 14, 20 and 65 orbitals, the mean value of $v$ is $-65.5$, $-78.4$, $-115.4$ and $-135.3$ eV. The electron repulsion in the same four calculations is 97.6, 94.9, 94.5 and 94.8 eV. The correction has doubled while the physical quantity has moved by about 3 eV. A Gaussian basis has no single cutoff $k_c$, so these numbers show the growth but not its rate, and the number of orbitals alone does not fix the size of $v$.

In larger calculations the decomposition is stopped once the largest remaining diagonal element is below a threshold $\tau$. The remainder $\Delta$ has no negative eigenvalue, so each of its two-by-two principal determinants is non-negative, and
\begin{equation}
|\Delta_{ij}|\le\sqrt{\Delta_{ii}\Delta_{jj}}\le\tau .
\end{equation}
This bounds the error of each integral in the basis where the decomposition is made, here that of the overlapping Gaussians. It does not bound the total energy by $\tau$, because many integrals enter the energy and the transformation to orthonormal orbitals mixes them.

With $m<M$ vectors kept, the two expressions for $v$ in (\ref{W}) and (\ref{main}) no longer agree, and a choice has to be made. If $v$ is built from the kept vectors, the steps that led to (\ref{main}) can be read backwards: the result is the Hamiltonian (\ref{H}) with the approximate integrals $\sum_{g\le m}L^g_{pr}L^g_{qs}$. Its two-body part still vanishes on one-electron states. If $v$ is built from the full integrals, the resulting Hamiltonian $H_m$ obeys
\begin{equation}
H-H_m=\tfrac12\sum_{g>m}\hat L_g^2\ge0 ,
\label{below}
\end{equation}
since squares of Hermitian operators have no negative expectation value. For the ground state $\psi$ of $H$, the lowest energy of $H_m$ is at most $\langle\psi|H_m|\psi\rangle\le\langle\psi|H|\psi\rangle$. It therefore lies at or below the energy of the complete decomposition. The same argument applied to $H_{m+1}-H_m=\tfrac12\hat L_{m+1}^2$ shows that it cannot fall when a vector is added. The price is paid by a single electron, which keeps the uncancelled one-body term $-\tfrac12\sum_{g>m}(L^g)^2$.

No such ordering holds for the first choice. There the omitted operator is
\begin{equation}
\tfrac12\sum_{g>m}\Bigl[\hat L_g^2-\sum_{pq}(L^gL^g)_{pq}E_{pq}\Bigr],
\end{equation}
whose expectation value can have either sign. Take one omitted vector and two orbitals. If $L=\mathrm{diag}(1,0)$ and orbital 1 is doubly occupied, the value is $\tfrac12(4-2)=1$. If instead $L_{12}=L_{21}=1$ with zero diagonal, and two electrons of equal spin fill both orbitals, $\hat L$ gives zero because each move is blocked by the Pauli principle. Since $L^2$ is the unit matrix, the value is then $\tfrac12(0-2)=-1$.

For LiH the errors of the lowest four-electron energy, relative to the complete decomposition, are as follows, in eV. The pivots are chosen among pairs of Gaussians, and this choice depends on the orientation of the molecule, so a truncated decomposition, unlike the complete one, can change under rotation; the table refers to the bond along $z$.
\begin{center}
\begin{tabular}{rrrr}
$\tau$ & vectors & $v$ from kept vectors & $v$ from full integrals\\
1 & 7 & $+0.019$ & $-1.28$\\
0.1 & 14 & $+0.055$ & $-0.12$\\
0.01 & 18 & $+0.00007$ & $-0.0021$
\end{tabular}
\end{center}
The last column rises towards zero from below, as (\ref{below}) demands; this was tested for every number of vectors from 0 to 21. The other column is smaller in magnitude in each row, but in this orientation the error grows from 7 to 14 vectors although the largest integral error falls from 0.79 to 0.09 eV. A small energy error at a loose threshold is thus no proof of convergence. Lowering $\tau$ to 0.001 eV changes nothing, since the three remaining pivots are already below that value. With $v$ from the full integrals, the largest energy wrongly taken from a single electron is 1.07, 0.19 and 0.0025 eV in the three rows. At these three thresholds $v$ from the kept vectors gives the smaller energy error, while the other choice supplies a lower bound to the energy of the complete decomposition.

The use of (\ref{main}) in auxiliary-field Monte Carlo rests on the propagator $e^{-tH}$, which on repeated application projects a starting state onto the lowest state it overlaps. Here $t$ is an imaginary-time step. For a real number $\lambda$, completing the square gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2+ix\sqrt t\,\lambda}
=e^{-t\lambda^2/2}\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,
e^{-(x-i\sqrt t\lambda)^2/2}=e^{-t\lambda^2/2},
\end{equation}
where the last integral equals one after the contour is shifted to the real axis. Because $\hat L_g$ is Hermitian, this holds for each of its eigenvalues, and so for the operator:
\begin{equation}
e^{-t\hat L_g^2/2}=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,
e^{-x^2/2}\,e^{ix\sqrt t\,\hat L_g}.
\label{hs}
\end{equation}
The factor $i$ follows from the positive sign of these squares. Repulsion alone does not force it: in the one-orbital model $U\hat n_\uparrow\hat n_\downarrow=\tfrac12U\hat n-\tfrac12U(\hat n_\uparrow-\hat n_\downarrow)^2$, and the exponential of this negative square is an average of real exponentials. With (\ref{hs}), however, the propagated determinants are complex, and so in general are their overlaps with a trial state. This is the origin of the phase problem, which the decomposition does not remove.

Each exponential in (\ref{hs}) keeps a determinant a determinant. From $[E_{pr},a^\dagger_{q\sigma}]=\delta_{rq}a^\dagger_{p\sigma}$ one has $[\hat L_g,a^\dagger_{q\sigma}]=\sum_pa^\dagger_{p\sigma}L^g_{pq}$. The operators $f_q(\kappa)=e^{\kappa\hat L_g}a^\dagger_{q\sigma}e^{-\kappa\hat L_g}$ therefore satisfy $df_q/d\kappa=\sum_pf_pL^g_{pq}$ with $f_q(0)=a^\dagger_{q\sigma}$, and the solution is
\begin{equation}
e^{\kappa\hat L_g}a^\dagger_{q\sigma}e^{-\kappa\hat L_g}
=\sum_pa^\dagger_{p\sigma}\bigl(e^{\kappa L^g}\bigr)_{pq}.
\end{equation}
Insert $e^{-\kappa\hat L_g}e^{\kappa\hat L_g}$ between the creators of a determinant and note that $\hat L_g$ gives zero on the vacuum. Each occupied orbital is then multiplied by the $N\times N$ matrix $e^{\kappa L^g}$, with $\kappa=ix\sqrt t$. With the first Cholesky vector, (\ref{hs}) was tested as a matrix in the space of the 225 determinants, and the map was tested on the Hartree--Fock determinant for one value of $x$. Both hold to rounding error.

The correction needs no field of its own. It joins $h$ in $A=\sum_{pq}(h_{pq}+v_{pq})E_{pq}$, and with $B_g=\tfrac12\hat L_g^2$ one step, apart from the factor $e^{-tE_{\rm nuc}}$, can be taken as
\begin{equation}
e^{-tA/2}\Bigl(\prod_{g=1}^Me^{-tB_g}\Bigr)e^{-tA/2}.
\end{equation}
The squares do not commute in general. To second order the product over $g$ contains $t^2\sum_{g<g'}B_gB_{g'}$, where the exponential of the sum has $\tfrac12t^2\sum_{g<g'}(B_gB_{g'}+B_{g'}B_g)$. The symmetric outer factors add no error of this order, so the leading error of the step is
\begin{equation}
\tfrac12t^2\sum_{g<g'}[B_g,B_{g'}].
\end{equation}
Halving $t$ from $10^{-5}$ to $5\times10^{-6}$ eV$^{-1}$ reduced the error norm for LiH by a factor of 4.003, as a quadratic law requires. This error disappears as $t\to0$. The error from a missing $v$ does not, because the propagator then projects onto the lowest state of a different Hamiltonian. The values quoted here are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Li-H distance: 1.6 angstrom
orbitals: 6, distinct pairs: 21, vectors: 21
four-electron determinants (2 up, 2 down): 225
largest pivot: 45.7259 eV
smallest pivot: 2.801e-04 eV
operator identity, largest error: 4.2e-13 eV
same without v: 119.4066 eV
Lowest orbital, one electron:
  h_11 = -128.6389 eV
  (11|11) = 45.1319 eV
  v_11 = -23.4256 eV
  half squares = 23.4256 eV
Ground state, full CI in STO-3G:
  nuclear repulsion = 26.9993 eV
  <h> = -337.7843 eV
  <half squares> = 161.7639 eV
  <v> = -65.4679 eV
  electron repulsion = 96.2960 eV
  total = -214.4890 eV
  total = -7.882324 hartree
  separate CI code = -214.4890 eV
  lowest energy without v = -149.9605 eV
  error without v = 64.5285 eV
Truncation; energy errors and one-electron leftover in eV
tau/eV  vectors  max residual  v kept  v full  leftover
1  7  7.86e-01  +1.945e-02  -1.281e+00  1.073e+00
0.1  14  8.96e-02  +5.497e-02  -1.235e-01  1.932e-01
0.01  18  7.45e-04  +6.943e-05  -2.083e-03  2.534e-03
0.001  18  7.45e-04  +6.943e-05  -2.083e-03  2.534e-03
Hartree-Fock: basis, orbitals, <v>/eV, repulsion/eV
sto-3g  6  -65.477  97.580
def2-svp  14  -78.435  94.910
def2-tzvp  20  -115.411  94.522
def2-qzvp  65  -135.257  94.824
field test: t = 0.001 1/eV, nodes = 24
  Gaussian average, largest error: 3.3e-16
  determinant map, x = 0.7, error: 2.3e-16
split step: t = 1e-05 1/eV and half of it
  error ratio: 4.0033
\end{verbatim}
